# Equivalent Constant Temperature of a Gate Oxide Cycled Between Two Temperatures: a numerical check

```python
# Result under test: a device that spends equal times at T_cold and T_hot, with
# damage rate r(T) proportional to exp(-Ea/(k T)), is damaged as if held at
#   1/T_eq = 1/T_hot - (k/Ea) ln[(1 + exp(-x))/2],
#   x = (Ea/k) (1/T_cold - 1/T_hot).
# T: absolute temperature (K), Ea: activation energy (eV), k: Boltzmann constant
# (eV/K), D: accumulated damage with dD/dt = r(T) g(D), g: any positive function.
import numpy as np
from scipy.constants import physical_constants, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k = physical_constants["Boltzmann constant in eV/K"][0]
Ea = 1.0
T_cold = 100.0 + zero_Celsius
T_hot = 150.0 + zero_Celsius
T_mean = 0.5 * (T_cold + T_hot)


def rate(T, energy=Ea):
    """Damage rate relative to the rate at T_hot."""
    return np.exp(-energy / k * (1.0 / T - 1.0 / T_hot))


def equivalent_formula(energy, cold=T_cold, hot=T_hot):
    x = energy / k * (1.0 / cold - 1.0 / hot)
    return 1.0 / (1.0 / hot - k / energy * np.log((1.0 + np.exp(-x)) / 2.0))


def temperature_with_rate(rate_law, target):
    """Constant temperature at which rate_law equals the target."""
    return brentq(lambda T: rate_law(T) - target, 300.0, 500.0, xtol=1e-10)


def final_damage(slope, history):
    """Integrate dD/dt = slope(T, D) through (temperature, duration) pieces."""
    damage = 0.0
    for T, duration in history:
        solution = solve_ivp(lambda t, D: slope(T, D), (0.0, duration),
                             [damage], rtol=1e-10, atol=1e-12)
        damage = solution.y[0, -1]
    return damage


T_eq = equivalent_formula(Ea)
x = Ea / k * (1.0 / T_cold - 1.0 / T_hot)
mean_rate = 0.5 * (rate(T_cold) + rate(T_hot))
cold_share = rate(T_cold) / (rate(T_cold) + rate(T_hot))
assert abs(T_eq - zero_Celsius - 140.0) < 0.5

# Equivalent temperature from its definition, for three laws of damage growth.
growth_laws = {"steady": lambda D: 1.0 + 0.0 * D,
               "slowing": lambda D: 1.0 / (1.0 + 5.0 * D),
               "speeding": lambda D: 1.0 + D}
hot_first = [(T_hot, 0.5), (T_cold, 0.5)] * 3
cold_first = [(T_cold, 0.5), (T_hot, 0.5)] * 3
searched = {}
for name, g in growth_laws.items():
    def slope(T, D, g=g):
        return rate(T) * g(D)
    target = final_damage(slope, hot_first)
    assert abs(final_damage(slope, cold_first) - target) < 1e-6
    searched[name] = brentq(
        lambda T: final_damage(slope, [(T, 3.0)]) - target,
        T_cold, T_hot, xtol=1e-8)
    assert abs(searched[name] - T_eq) < 1e-4


# Recovery with another activation energy breaks the separation of T and D.
def recovering(T, D):
    return rate(T) - rate(T, 0.3) * D


recover_hot_first = final_damage(recovering, [(T_hot, 1.0), (T_cold, 1.0)])
recover_cold_first = final_damage(recovering, [(T_cold, 1.0), (T_hot, 1.0)])
assert abs(recover_hot_first - recover_cold_first) > 0.05

# The rate is convex in T below Ea/(2k): locate the inflection numerically.
step = 5.0
inflection = brentq(
    lambda T: rate(T + step) - 2.0 * rate(T) + rate(T - step), 3000.0, 9000.0)
assert abs(inflection - Ea / (2.0 * k)) < 1.0
assert rate(T_mean) < mean_rate

# Limits and trend with activation energy.
T_harmonic = 2.0 / (1.0 / T_cold + 1.0 / T_hot)
assert abs(equivalent_formula(1e-4) - T_harmonic) < 0.01
energies = np.linspace(0.01, 3.0, 200)
assert np.all(np.diff([equivalent_formula(e) for e in energies]) > 0.0)
crossing = brentq(lambda e: equivalent_formula(e) - T_mean, 0.01, 0.3)
assert abs(crossing / (2.0 * k * T_mean) - 1.0) < 0.02
T_hot_only = 1.0 / (1.0 / T_hot + k * np.log(2.0) / Ea)
assert 0.0 < T_eq - T_hot_only < 0.5

# Lifetimes: formula against damage added hour by hour until failure.
hours_per_year = 365.25 * 24.0
life_hot = 10.0
life_cycle = life_hot / mean_rate
life_mean = life_hot / rate(T_mean)
life_cold = life_hot / rate(T_cold)
number_of_hours = int(3.0 * life_hot * hours_per_year)
hourly = np.where(np.arange(number_of_hours) % 2 == 0,
                  rate(T_hot), rate(T_cold)) / (life_hot * hours_per_year)
failure_hour = int(np.argmax(np.cumsum(hourly) >= 1.0)) + 1
life_counted = failure_hour / hours_per_year
assert abs(life_counted - life_cycle) * hours_per_year <= 2.0
overstatement = life_mean / life_cycle

# Neglected effects, each as a changed equivalent temperature.
oxide_nm, gate_V = 50.0, 15.0
field = gate_V / oxide_nm * 10.0          # V/nm to MV/cm
breakdown_field = 10.0                    # rough, MV/cm
field_acceleration = 3.5                  # rough, cm/MV
field_excess = 0.05 * field
field_factor = np.exp(field_acceleration * field_excess)
mean_field = 0.5 * (rate(T_cold) + field_factor * rate(T_hot))
T_field = temperature_with_rate(rate, mean_field)
kelvin_per_log = k * T_eq**2 / Ea
linear_shift = kelvin_per_log * np.log(mean_field / mean_rate)
assert abs(linear_shift / (T_field - T_eq) - 1.0) < 0.05

T_heated = equivalent_formula(Ea, hot=T_hot + 5.0)

cycle_min, ramp_min = 120.0, 5.0
ramp_rate = quad(rate, T_cold, T_hot)[0] / (T_hot - T_cold)
ramp_fraction = 2.0 * ramp_min / cycle_min
T_ramp = temperature_with_rate(
    rate, (1.0 - ramp_fraction) * mean_rate + ramp_fraction * ramp_rate)


def rate_prefactor(T):
    return T / T_hot * rate(T)


def rate_two(T):
    return 0.9 * rate(T) + 0.1 * rate(T, 0.3)


T_prefactor = temperature_with_rate(
    rate_prefactor, 0.5 * (rate_prefactor(T_cold) + rate_prefactor(T_hot)))
T_two = temperature_with_rate(
    rate_two, 0.5 * (rate_two(T_cold) + rate_two(T_hot)))

print(f"Boltzmann constant k: {k:.6e} eV/K")
print(f"activation energy Ea: {Ea:.1f} eV")
print(f"Ea/k: {Ea / k:.1f} K")
print(f"cold temperature: {T_cold:.2f} K")
print(f"hot temperature: {T_hot:.2f} K")
print(f"arithmetic mean temperature: {T_mean:.2f} K")
print(f"Ea/(k T_cold): {Ea / k / T_cold:.4f}")
print(f"Ea/(k T_hot): {Ea / k / T_hot:.4f}")
print(f"exponent difference x: {x:.4f}")
print(f"cold rate / hot rate: {rate(T_cold):.5f}")
print(f"hot rate / cold rate: {1.0 / rate(T_cold):.2f}")
print(f"mean rate / hot rate: {mean_rate:.5f}")
print(f"ln(mean rate / hot rate): {np.log(mean_rate):.5f}")
print(f"Ea/(k T_eq): {Ea / k / T_eq:.4f}")
print(f"share of damage done in cold half: {100 * cold_share:.2f} %")
print(f"equivalent temperature: {T_eq:.2f} K")
print(f"equivalent temperature: {T_eq - zero_Celsius:.2f} deg C")
for name, T in searched.items():
    print(f"searched T_eq, {name} damage: {T - zero_Celsius:.4f} deg C")
print(f"recovery case, final D, hot first: {recover_hot_first:.3f}")
print(f"recovery case, final D, cold first: {recover_cold_first:.3f}")
print(f"hot half only, T_eq: {T_hot_only - zero_Celsius:.2f} deg C")
print(f"rate inflection found: {inflection:.0f} K")
print(f"Ea/(2k): {Ea / (2 * k):.0f} K")
print(f"harmonic mean: {T_harmonic - zero_Celsius:.2f} deg C")
print(f"Ea at which T_eq = mean: {crossing:.4f} eV")
print(f"2 k T_mean: {2 * k * T_mean:.4f} eV")
print(f"life at constant 150 deg C (chosen): {life_hot:.1f} years")
print(f"life under cycling, formula: {life_cycle:.2f} years")
print(f"life under cycling, hourly sum: {life_counted:.2f} years")
print(f"life at constant 125 deg C: {life_mean:.1f} years")
print(f"life at constant 100 deg C: {life_cold:.0f} years")
print(f"life overstated by using 125 deg C: factor {overstatement:.2f}")
print(f"oxide thickness: {oxide_nm:.0f} nm")
print(f"gate bias: {gate_V:.0f} V")
print(f"oxide field: {field:.1f} MV/cm")
print(f"rough breakdown field: {breakdown_field:.0f} MV/cm")
print(f"field / breakdown field: {field / breakdown_field:.2f}")
for energy in (0.7, 1.3):
    T = equivalent_formula(energy) - zero_Celsius
    print(f"T_eq for Ea = {energy:.1f} eV: {T:.1f} deg C")
print(f"k T_eq^2/Ea: {kelvin_per_log:.2f} K per unit of ln(rate)")
print(f"rough field acceleration: {field_acceleration:.1f} cm/MV")
print(f"field excess in hot half (5 %): {field_excess:.2f} MV/cm")
print(f"hot rate factor from field excess: {field_factor:.2f}")
print(f"T_eq shift, field excess: {T_field - T_eq:+.2f} K")
print(f"same shift, linear estimate: {linear_shift:+.2f} K")
print(f"T_eq shift, hot half 5 K hotter: {T_heated - T_eq:+.2f} K")
print(f"cycle {cycle_min:.0f} min, each ramp {ramp_min:.0f} min")
print(f"mean ramp rate / hot rate: {ramp_rate:.4f}")
print(f"T_eq shift, ramps: {T_ramp - T_eq:+.2f} K")
print(f"T_eq shift, prefactor T: {T_prefactor - T_eq:+.2f} K")
print(f"T_eq shift, 10 % of hot rate at 0.3 eV: {T_two - T_eq:+.2f} K")
print("all assertions hold")
```

Running it gives:

```
Boltzmann constant k: 8.617333e-05 eV/K
activation energy Ea: 1.0 eV
Ea/k: 11604.5 K
cold temperature: 373.15 K
hot temperature: 423.15 K
arithmetic mean temperature: 398.15 K
Ea/(k T_cold): 31.0988
Ea/(k T_hot): 27.4241
exponent difference x: 3.6747
cold rate / hot rate: 0.02536
hot rate / cold rate: 39.44
mean rate / hot rate: 0.51268
ln(mean rate / hot rate): -0.66811
Ea/(k T_eq): 28.0922
share of damage done in cold half: 2.47 %
equivalent temperature: 413.09 K
equivalent temperature: 139.94 deg C
searched T_eq, steady damage: 139.9364 deg C
searched T_eq, slowing damage: 139.9364 deg C
searched T_eq, speeding damage: 139.9364 deg C
recovery case, final D, hot first: 0.475
recovery case, final D, cold first: 0.640
hot half only, T_eq: 139.57 deg C
rate inflection found: 5802 K
Ea/(2k): 5802 K
harmonic mean: 123.43 deg C
Ea at which T_eq = mean: 0.0685 eV
2 k T_mean: 0.0686 eV
life at constant 150 deg C (chosen): 10.0 years
life under cycling, formula: 19.51 years
life under cycling, hourly sum: 19.51 years
life at constant 125 deg C: 56.0 years
life at constant 100 deg C: 394 years
life overstated by using 125 deg C: factor 2.87
oxide thickness: 50 nm
gate bias: 15 V
oxide field: 3.0 MV/cm
rough breakdown field: 10 MV/cm
field / breakdown field: 0.30
T_eq for Ea = 0.7 eV: 136.8 deg C
T_eq for Ea = 1.3 eV: 142.0 deg C
k T_eq^2/Ea: 14.70 K per unit of ln(rate)
rough field acceleration: 3.5 cm/MV
field excess in hot half (5 %): 0.15 MV/cm
hot rate factor from field excess: 1.69
T_eq shift, field excess: +7.71 K
same shift, linear estimate: +7.57 K
T_eq shift, hot half 5 K hotter: +4.66 K
cycle 120 min, each ramp 5 min
mean ramp rate / hot rate: 0.2825
T_eq shift, ramps: -0.56 K
T_eq shift, prefactor T: +0.30 K
T_eq shift, 10 % of hot rate at 0.3 eV: -0.47 K
all assertions hold
```
